# Kinetic Inductance, Quantum Capacitance and Wave Velocity in a Ballistic Channel: a numerical check

```python
"""
Result under test: one spin-resolved ballistic 1D channel (right + left movers)
has, per unit length,
    kinetic inductance   L_K = h / (2 e^2 v_F)
    quantum capacitance  C_Q = 2 e^2 / (h v_F)
and without Coulomb interaction its charge waves move at 1/sqrt(L_K C_Q) = v_F.
v_F: Fermi speed, e: elementary charge, h: Planck constant.
Lattice tests use units hbar = charge = spacing = hopping = 1 (so h = 2 pi).
The example is a gated (19,0) carbon nanotube with 4 spin/valley channels.
"""
import numpy as np
from scipy.constants import e, h, hbar, k as kB, epsilon_0, mu_0
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


# ---------- lattice ring: inductance and capacitance from total energies
sites, filled = 601, 181


def ring(phase):
    H = np.zeros((sites, sites), complex)
    i = np.arange(sites)
    H[i, (i + 1) % sites] = -np.exp(1j * phase)
    return H + H.conj().T


step = 2e-3  # below pi/sites, so the filled levels do not cross
levels0 = np.linalg.eigvalsh(ring(0.0))
E0 = levels0[:filled].sum()
Eplus = np.linalg.eigvalsh(ring(step))[:filled].sum()
Eminus = np.linalg.eigvalsh(ring(-step))[:filled].sum()
L_ring = sites * step**2 / (Eplus + Eminus - 2 * E0)
curv = levels0[:filled + 2].sum() + levels0[:filled - 2].sum() - 2 * E0
C_ring = 4 / (sites * curv)
v_ring = 2 * np.sin(np.pi * filled / sites)
assert close(L_ring, np.pi / v_ring, 1e-3)
assert close(C_ring, 1 / (np.pi * v_ring), 1e-3)

# ---------- release a small density bump and time its right-moving half
x = np.arange(sites) - sites // 2
H0 = ring(0.0).real
well = np.diag(-0.005 * np.exp(-x**2 / (2 * 15.0**2)))
orbitals = np.linalg.eigh(H0 + well)[1][:, :filled]
eps, U = np.linalg.eigh(H0)
coef = U.T @ orbitals


def centroid(time):
    psi = U @ (np.exp(-1j * eps * time)[:, None] * coef)
    n = (abs(psi)**2).sum(axis=1)
    n = n - np.median(n)
    right = x > 0
    return (x[right] * n[right]).sum() / n[right].sum()


v_packet = (centroid(100.0) - centroid(50.0)) / 50.0
v_line = 1 / np.sqrt(L_ring * C_ring)
assert close(v_packet, v_line, 0.01)

# ---------- Coulomb correction from an explicit response sum, 4 channels
big, big_filled, m = 3001, 903, 3
j = np.arange(big) - big // 2
occ = (abs(j) <= big_filled // 2).astype(float)
band_j = -2 * np.cos(2 * np.pi * j / big)
d_occ = occ - np.roll(occ, -m)
d_E = np.roll(band_j, -m) - band_j
active = d_occ != 0
d_occ, d_E = d_occ[active], d_E[active]
q_lat = 2 * np.pi * m / big
v_lat = 2 * np.sin(np.pi * big_filled / big)
for inverse_C in (0.05, 1.3):
    def dielectric(w):
        return 1 - 4 * inverse_C * (d_occ / (w - d_E)).sum() / big
    w_mode = brentq(dielectric, d_E.max() * (1 + 1e-6), 10 * v_lat * q_lat)
    predicted = v_lat * np.sqrt(1 + 4 * inverse_C / (np.pi * v_lat))
    assert close(w_mode / q_lat, predicted, 1e-3)

# ---------- nanotube example, SI units inside
bond, hopping, n_tube = 0.142e-9, 2.8 * e, 19
above_edge, T_room = 0.10 * e, 300.0
t_ox, kappa = 3e-9, 16.0
length, mfp = 50e-9, 300e-9
channels = 4
diam = np.sqrt(3) * bond * n_tube / np.pi
v0 = 1.5 * bond * hopping / hbar
gap = 2 * hbar * v0 / (3 * diam)  # half gap
mu = gap + above_edge
kF = np.sqrt(mu**2 - gap**2) / (hbar * v0)
vF = v0 * np.sqrt(1 - (gap / mu)**2)
L_K = h / (2 * e**2 * vF)
C_Q = 2 * e**2 / (h * vF)


def band(k, half_gap=gap):
    return np.sqrt(half_gap**2 + (hbar * v0 * k)**2)


# neighbour-hopping tube bands against the hyperbolic band
def tube(ky, p):
    c = np.cos(np.pi * p / n_tube)
    return hopping * abs(np.exp(-1j * ky * bond)
                         + 2 * c * np.exp(0.5j * ky * bond))


order = sorted(range(1, n_tube + 1), key=lambda p: tube(0.0, p))
edge1, edge2 = tube(0.0, order[0]), tube(0.0, order[1])
k_tb = brentq(lambda k: (tube(k, order[0]) - edge1 - above_edge) / e,
              0.0, 0.3 / bond)
dk = 1e-4 / bond
v_tb = (tube(k_tb + dk, order[0]) - tube(k_tb - dk, order[0])) / (2*dk*hbar)
# the hyperbolic band is a small-wavenumber approximation: percent-level gaps
assert close(edge1, gap, 0.05) and close(edge2, 2 * gap, 0.05)
assert close(v_tb, vF, 0.08)

# excess energy of a shifted Fermi sea equals L I^2 / 2
s = 1e-3
gain = quad(lambda u: band(u * kF) / mu, 1, 1 + s)[0]
loss = quad(lambda u: band(u * kF) / mu, 1 - s, 1)[0]
excess = mu * kF * (gain - loss) / (2 * np.pi)
current = e * (band(kF * (1 + s)) - band(kF * (1 - s))) / h
assert close(2 * excess / current**2, L_K, 1e-3)

# thermal L and C from shifted and refilled distributions
kgrid = np.linspace(-4 * kF, 4 * kF, 400001)
dk_grid = kgrid[1] - kgrid[0]
speed = hbar * v0**2 * kgrid / band(kgrid)


def number(level, T, half_gap=gap):
    f = expit((level - band(kgrid, half_gap)) / (kB * T))
    return f.sum() * dk_grid / (2 * np.pi)


def line_constants(T):
    d_mu = 0.01 * kB * T
    C = e**2 * (number(mu + d_mu, T) - number(mu - d_mu, T)) / (2 * d_mu)
    shift = d_mu / (hbar * vF)
    f_up = expit((mu - band(kgrid - shift)) / (kB * T))
    f_dn = expit((mu - band(kgrid + shift)) / (kB * T))
    dI = e * (speed * (f_up - f_dn)).sum() * dk_grid / (2 * np.pi)
    return hbar * 2 * shift / (e * dI), C


L_cold, C_cold = line_constants(4.0)
assert close(L_cold, L_K, 1e-3) and close(C_cold, C_Q, 1e-3)
L_hot, C_hot = line_constants(T_room)
f_hot = expit((mu - band(kgrid)) / (kB * T_room))
weight = f_hot * (1 - f_hot)
v2_mean = (weight * speed**2).sum() / weight.sum()
v_mean = (weight * abs(speed)).sum() / weight.sum()
v_spread = np.sqrt(v2_mean - v_mean**2)
assert close(1 / (L_hot * C_hot), v2_mean, 1e-3)
second = number(mu, T_room, 2 * gap) / number(mu, T_room)

# line ended by h/(2e^2) at both contacts; voltage 1, current in units e^2/h
R0 = h / e**2
omega = 1.1 * vF / length
P = expm(1j * omega * length * np.array([[0, L_cold / R0], [C_cold * R0, 0]]))
r = 0.5
I_in = (r * P[1, 0] - P[0, 0]) / (P[0, 1] - r * P[0, 0]
                                  + r**2 * P[1, 0] - r * P[1, 1])
I_out = P[1, 0] * (1 - r * I_in) + P[1, 1] * I_in
assert abs(I_in - 1) < 2e-3
assert abs(I_out - np.exp(1j * omega * length / vF)) < 2e-3

# backscattering: steady resistance per length against current decay rate
S = expm(-np.array([[1.0, -1.0], [1.0, -1.0]]) * length / mfp)
transmission = 1 + S[1, 0] / S[1, 1]
R_per_length = R0 * (1 / transmission - 1) / length
rates = np.linalg.eigvalsh(vF / mfp * np.array([[1.0, -1.0], [-1.0, 1.0]]))
assert close(R_per_length / L_K, rates.max(), 1e-6)
assert close(rates.max(), 2 * vF / mfp, 1e-9)
q_half = np.pi / length
loss_ratio = R_per_length / (q_half * vF * L_K)

# finite wavelength: slowest and fastest electron-hole pairs
v_slow = (band(kF) - band(kF - q_half)) / (hbar * q_half)
v_fast = (band(kF + q_half) - band(kF)) / (hbar * q_half)
assert v_slow < vF < v_fast

# gate electrostatics and the coupled channel modes
log_ratio = np.log(1 + 2 * t_ox / diam)
C_gate = 2 * np.pi * epsilon_0 * kappa / log_ratio
v_charge = vF * np.sqrt(1 + channels * C_Q / C_gate)
g = e**2 / (h * C_gate * vF)
one, J = np.eye(channels), np.ones((channels, channels))
modes = np.linalg.eigvals(np.block([[one + g * J, g * J],
                                    [-g * J, -one - g * J]]))
modes = np.sort(modes.real)[::-1] * vF
assert close(modes[0], v_charge, 1e-6)
assert all(close(v, vF, 1e-6) for v in modes[1:channels])
L_mag = mu_0 * log_ratio / (2 * np.pi)
n_line = channels * kF / np.pi
field = n_line * e / (np.pi * epsilon_0 * kappa * diam)

# ---------- printed numbers
cm7 = 1e5  # 10^7 cm/s expressed in m/s
print("LATTICE RING (hbar = charge = spacing = hopping = 1)")
print(f"sites, filled levels: {sites}, {filled}")
print(f"L_K from energies: {L_ring:.5f}; formula: {np.pi/v_ring:.5f}")
print(f"C_Q from energies: {C_ring:.5f}; formula: {1/np.pi/v_ring:.5f}")
print(f"1/sqrt(L_K C_Q): {v_line:.4f}; packet speed: {v_packet:.4f}")
print("NANOTUBE INPUTS (rough typical values)")
print(f"hopping: {hopping/e:.2f} eV; bond: {bond*1e9:.3f} nm")
print(f"tube index: ({n_tube},0); channels: {channels}")
print(f"Fermi level above band edge: {above_edge/e:.2f} eV")
print(f"oxide: {t_ox*1e9:.1f} nm; relative permittivity: {kappa:.0f}")
print(f"channel: {length*1e9:.0f} nm; scattering: {mfp*1e9:.0f} nm")
print(f"temperature of use: {T_room:.0f} K")
print("NANOTUBE RESULTS")
print(f"diameter: {diam*1e9:.3f} nm")
print(f"band speed v0: {v0/cm7:.3f} x 10^7 cm/s")
print(f"half gap: {gap/e:.4f} eV; Fermi level: {mu/e:.4f} eV")
print(f"k_F: {kF*1e-9:.4f} 1/nm")
print(f"v_F: {vF/cm7:.3f} x 10^7 cm/s = {vF:.4e} m/s")
print(f"L_K per channel: {L_K*1e3:.3f} nH/um = {L_K:.4e} H/m")
print(f"C_Q per channel: {C_Q*1e9:.4f} fF/um = {C_Q:.4e} F/m")
print(f"1/sqrt(L_K C_Q), 4 K distributions: "
      f"{1/np.sqrt(L_cold*C_cold)/cm7:.3f} x 10^7 cm/s")
print(f"L_K, all channels: {L_K/channels*1e3:.3f} nH/um")
print(f"C_Q, all channels: {C_Q*channels*1e9:.4f} fF/um")
print(f"contact resistance h/(2e^2): {R0/2e3:.3f} kohm")
print(f"two-contact total h/e^2: {R0/1e3:.3f} kohm")
print(f"transit time: {length/vF*1e15:.1f} fs")
print("NEGLECTED EFFECTS")
print(f"gate capacitance: {C_gate*1e9:.4f} fF/um")
print(f"charge-mode speed with gate: {v_charge/cm7:.3f} x 10^7 cm/s")
print(f"charge-mode speed / v_F: {v_charge/vF:.3f}")
print(f"L_K(300 K)/L_K(0), fixed level: {L_hot/L_K:.4f}")
print(f"C_Q(300 K)/C_Q(0), fixed level: {C_hot/C_Q:.4f}")
print(f"300 K rms speed: {np.sqrt(v2_mean)/cm7:.3f} x 10^7 cm/s")
print(f"300 K speed spread: {v_spread/cm7:.3f} x 10^7 cm/s")
print(f"half-wave q/k_F: {q_half/kF:.4f}")
print(f"half-wave q times gate radius: {q_half*(diam/2+t_ox):.3f}")
print(f"pair speeds: {v_slow/cm7:.3f} to {v_fast/cm7:.3f} x 10^7 cm/s")
print(f"transmission with scattering: {transmission:.4f}")
print(f"half-wave resistance/reactance: {loss_ratio:.4f}")
print(f"second/first subband density, 300 K: {second:.2e}")
print(f"magnetic inductance: {L_mag*1e3:.3e} nH/um")
print(f"magnetic/kinetic, all channels: {L_mag*channels/L_K:.2e}")
print(f"hopping-model half gap: {edge1/e:.4f} eV")
print(f"hopping-model v_F: {v_tb/cm7:.3f} x 10^7 cm/s")
print(f"electron line density: {n_line*1e-9:.4f} 1/nm")
print(f"oxide field at tube: {field*1e-8:.3f} MV/cm")
print("tests ok")
```

It prints:

```
LATTICE RING (hbar = charge = spacing = hopping = 1)
sites, filled levels: 601, 181
L_K from energies: 1.93647; formula: 1.93648
C_Q from energies: 0.19621; formula: 0.19621
1/sqrt(L_K C_Q): 1.6223; packet speed: 1.6234
NANOTUBE INPUTS (rough typical values)
hopping: 2.80 eV; bond: 0.142 nm
tube index: (19,0); channels: 4
Fermi level above band edge: 0.10 eV
oxide: 3.0 nm; relative permittivity: 16
channel: 50 nm; scattering: 300 nm
temperature of use: 300 K
NANOTUBE RESULTS
diameter: 1.487 nm
band speed v0: 9.061 x 10^7 cm/s
half gap: 0.2673 eV; Fermi level: 0.3673 eV
k_F: 0.4224 1/nm
v_F: 6.214 x 10^7 cm/s = 6.2144e+05 m/s
L_K per channel: 20.768 nH/um = 2.0768e-02 H/m
C_Q per channel: 0.1247 fF/um = 1.2468e-10 F/m
1/sqrt(L_K C_Q), 4 K distributions: 6.214 x 10^7 cm/s
L_K, all channels: 5.192 nH/um
C_Q, all channels: 0.4987 fF/um
contact resistance h/(2e^2): 12.906 kohm
two-contact total h/e^2: 25.813 kohm
transit time: 80.5 fs
NEGLECTED EFFECTS
gate capacitance: 0.5508 fF/um
charge-mode speed with gate: 8.578 x 10^7 cm/s
charge-mode speed / v_F: 1.380
L_K(300 K)/L_K(0), fixed level: 1.0508
C_Q(300 K)/C_Q(0), fixed level: 1.0654
300 K rms speed: 5.873 x 10^7 cm/s
300 K speed spread: 1.361 x 10^7 cm/s
half-wave q/k_F: 0.1488
half-wave q times gate radius: 0.235
pair speeds: 5.952 to 6.443 x 10^7 cm/s
transmission with scattering: 0.8571
half-wave resistance/reactance: 0.1061
second/first subband density, 300 K: 9.43e-04
magnetic inductance: 3.232e-04 nH/um
magnetic/kinetic, all channels: 6.23e-05
hopping-model half gap: 0.2629 eV
hopping-model v_F: 6.527 x 10^7 cm/s
electron line density: 0.5378 1/nm
oxide field at tube: 1.302 MV/cm
tests ok
```
